Converging a Micro-Electronvolt Interface Anisotropy: Frozen Fields, k-Meshes and Smearing

**One electron per site**

Take a magnetic layer on a square lattice with one orbital per site. An electron with wavevector k has the mean-field Hamiltonian

h(k) = ε + g·σ − Δ·σ,
ε = −2t (cos kx + cos ky),
g = 2λ (sin ky, −sin kx, 0).

Here t is the hopping, λ the Rashba hopping due to the interface, σ the Pauli matrices and Δ = Δn̂ the exchange field. The lattice constant is 1 in k. The exchange field comes from the electrons themselves: Δ = Um/2, where U is the on-site repulsion and m = ⟨c†σc⟩ the spin polarization per site. The anisotropy is the free energy per site with n̂ along x minus that with n̂ along z, at fixed electron number:

K = F(x) − F(z).

Among uniform states, positive K means a perpendicular easy axis.

The bands are ε ± |g − Δ|. Put one electron on each site, let Δ > 4t so that a gap separates the bands, and let temperature and λ be small. The lower band is full. Split g into a part g∥ along n̂ and a part g⊥ across it:

|g − Δ| = √((Δ − g∥)² + g⊥²) ≈ Δ − g∥ + g⊥²/(2Δ).

Let ⟨…⟩ be the average over the Brillouin zone. Since ⟨ε⟩ = 0 and ⟨g∥⟩ = 0, the band energy is −Δ − ⟨g⊥²⟩/(2Δ). For n̂ = z, all of g is transverse and ⟨g⊥²⟩ = 4λ²(½ + ½) = 4λ². For n̂ = x, only gy is transverse and ⟨g⊥²⟩ = 2λ². With the same Δ in both directions,

K = (4λ² − 2λ²)/(2Δ) = λ²/Δ.

Now do what seems more careful: converge the field separately for each direction and subtract the band energies. Each spin points along Δ − g, so its projection on n̂ averages to m = 1 − ⟨g⊥²⟩/(2Δ²). Hence

Δx − Δz = (U/2)(4λ² − 2λ²)/(2Δ²) = Uλ²/(2Δ²) = λ²/Δ,

because Δ = U/2 at leading order. The term −Δ in the band energy now contributes −λ²/Δ, and the difference is zero at order λ². The seemingly careful calculation has lost the whole anisotropy. The cure follows from the total free energy.

**What the total free energy adds**

For a state without pairing, the mean-field factorization of the repulsion is

⟨n↑n↓⟩ = ⟨n↑⟩⟨n↓⟩ − ⟨c↑†c↓⟩⟨c↓†c↑⟩.

With n electrons per site, ⟨n↑⟩ = (n + mz)/2, ⟨n↓⟩ = (n − mz)/2 and ⟨c↑†c↓⟩ = (mx + i my)/2. Therefore

⟨n↑n↓⟩ = (n² − mz²)/4 − (mx² + my²)/4 = n²/4 − m²/4.

The result does not depend on the direction of m, so the anisotropy enters through the Rashba term.

Use the thermal state of h, for any Δ, as a trial state. Let T denote Boltzmann's constant times temperature, an energy, and S the entropy divided by Boltzmann's constant. If H₀ contains hopping and Rashba terms,

F_band(Δ) = ⟨H₀⟩ − Δ·m − TS.

The mean-field free energy of the same state is

F_HF = ⟨H₀⟩ − TS + Un²/4 − Um²/4
= F_band + Δ·m − Um²/4 + Un²/4
= F_band + Δ²/U + Un²/4 − (U/4)|m − 2Δ/U|².

The last line completes the square. Its last term vanishes at self-consistency. Dropping it and the constant Un²/4 leaves

Φ(Δ) = F_band(Δ) + Δ²/U.

The thermal state minimizes ⟨h⟩ − TS at fixed n, so a small change of Δ acts on F_band only through the explicit −Δ·m. Thus ∂F_band/∂Δ = −m and

∂Φ/∂Δ = −m + 2Δ/U,

which vanishes when Δ = Um/2. The term Δ²/U corrects the double counting of the interaction in the band energy. In the opening case it adds (Δx² − Δz²)/U ≈ 2Δ(λ²/Δ)/U = λ²/Δ, precisely what had been lost.

The directions x and z are self-consistent without a constraint. For n̂ = x, the y component of g − Δ is odd in kx while both bands are even in kx, so my averages to zero; mz vanishes because the field has no z component. For n̂ = z, the two in-plane components average to zero in the same way. At a general angle m is not parallel to Δ, and a constraining field would be needed.

**Why freezing the field works**

Let Δ0 be the self-consistent magnitude at λ = 0. Write the self-consistent value in direction a as Δ0 + δa, and the curvature there as Ca = ∂²Φ/∂Δ². Expanding about the stationary point,

Φa(Δ0) = Φa(Δ0 + δa) + ½Ca δa² + O(δ³).

Subtract the two directions at the common field Δ0. The terms Δ0²/U cancel, so

K_frozen − K_total = ½(Cx δx² − Cz δz²) + O(δ³).

Reversing λ is equivalent to reversing k, so free energies are even in λ and δ begins at λ². The error of the frozen difference is therefore of order λ⁴, while K is of order λ².

This requires a finite curvature. If pa is the slope ∂Φa/∂Δ at Δ0, then δa ≈ −pa/Ca and each error term is pa²/(2Ca). Near an instability of the moment's magnitude, where C goes to zero, the frozen field fails and the self-consistent total is needed.

If each band free energy is taken at its own field, the definition of Φ gives instead

K_unfrozen = K_total − (Δx² − Δz²)/U.

The last term is generally of order λ², as large as the quantity sought.

**Any filling: two competing terms**

A partly filled band adds a Fermi-surface contribution. Let s = +1 label the majority band and s = −1 the minority band, and assume λ ≪ Δ. Then

E_s = ε − sΔ + s g∥ − s g⊥²/(2Δ) + … .

Let f_s be the Fermi function of ε − sΔ and f_s′ its energy derivative. At fixed chemical potential μ, the grand potential Ω changes by ⟨f_s δE_s⟩ + ½⟨f_s′ δE_s²⟩, summed over s. The linear term ⟨f_s g∥⟩ vanishes because g is odd in k. This leaves

δΩ = Σ_s [−s⟨f_s g⊥²⟩/(2Δ) − ½⟨(−f_s′) g∥²⟩].

At fixed n, F = Ω + μn is stationary in μ, so δF = δΩ at order λ². Going from z to x lowers g⊥² by gx² and raises g∥² from zero to gx². With gx = 2λ sin ky,

K = 4λ² Σ_s [s⟨f_s sin²ky⟩/(2Δ) − ½⟨(−f_s′) sin²ky⟩].

Since ∂f_s/∂ky = 2t sin ky f_s′, integration by parts over a full period gives

⟨(−f_s′) sin²ky⟩ = −⟨sin ky ∂f_s/∂ky⟩/(2t) = ⟨f_s cos ky⟩/(2t).

Consequently

K = 4λ² Σ_s [s⟨f_s sin²ky⟩/(2Δ) − ⟨f_s cos ky⟩/(4t)].

The first term comes from mixing between the spin bands. Since f↑ ≥ f↓ at every k, it favours the perpendicular axis. The second comes from the displacement of the Fermi sea by an in-plane field.

Two limits show how they compete. For a full majority band and an empty minority band, the averages of sin²ky and cos ky are ½ and 0, and K = λ²/Δ returns. For Δ much smaller than T, but still much larger than λ, f↑ − f↓ ≈ −2Δf′. The first term becomes 4λ²⟨(−f′) sin²ky⟩, and the two spins together give minus the same amount in the second. K tends to zero, as it must when the magnetism disappears.

In a saturated magnet, with no minority electrons, define A = ⟨f↑ sin²ky⟩ and B = ⟨f↑ cos ky⟩. Then

K = 2λ²A/Δ − λ²B/t.

Saturation also gives m = n − ⟨f↑ g⊥²⟩/(2Δ²). Since ⟨f↑ g⊥²⟩ is 8λ²A for z and 4λ²A for x,

δz = −2Uλ²A/Δ²,  δx = −Uλ²A/Δ².

The term missing from the unfrozen difference is 2Δ(δx − δz)/U = 2λ²A/Δ. At order λ² the unfrozen calculation thus loses the whole interband term and keeps −λ²B/t, which has the opposite sign.

**A numerical case**

Choose t = 0.5 eV, U = 5 eV, n = 0.7 and λ = 10 meV. These are model parameters, not those of a material. The magnetization is held uniform to test the method; the end of the text shows that this is not the stable order here. The saturated solution has Δ0 = Un/2 = 1.75 eV.

At T = 0 and λ = 0, let μ₀ be the Fermi level measured from the centre of the majority band. At given ky, states with cos kx > −μ₀/(2t) − cos ky are filled, so A and B reduce to integrals over ky. Numerical quadrature, with a root search for the filling, gives μ₀ = 0.530 eV, A = 0.35285 and B = 0.17968. Then

2λ²A/Δ0 = 2 × 10⁻⁴ × 0.35285/1.75 eV = 40.33 μeV,
−λ²B/t = −10⁻⁴ × 0.17968/0.5 eV = −35.94 μeV,
K = 4.39 μeV.

A near cancellation produces the small result. A 1% error in either term alone changes K by 8 to 9%.

Solving the self-consistent equations by iteration at T = 12.5 meV on a 400 × 400 mesh gives δx = −57.61 μeV and δz = −115.22 μeV. The unfrozen band free-energy difference is −35.9 μeV: the wrong easy axis and eight times the magnitude. The frozen difference has the error found above. In the saturated magnet m depends on Δ only at order λ², so C ≈ 2/U = 0.4 eV⁻¹ and

½ × 0.4 × (57.61² − 115.22²) × 10⁻¹² eV = −2.0 neV.

Direct subtraction of the frozen and total results also gives −2.0 neV. At λ = 20 and 40 meV, with T = 50 meV and a 160 × 160 mesh, the discrepancy is −0.0319 and −0.509 μeV, a factor of 16 for a doubling of λ.

**How fine the mesh must be**

On an N × N mesh, the average of a periodic function retains its zero Fourier coefficient and adds every coefficient whose lattice vector R is a nonzero multiple of N in each component that is not zero. These aliases are the mesh error. At fixed n, stationarity in μ makes the leading error of F equal to that of Ω, whose integrand for one band is

ω(k) = −T ln(1 + exp((μ − E)/T)).

Take R along x. Since ∂ω/∂kx = fv, with v = ∂E/∂kx, one integration by parts gives

(1/2π)∫ω exp(−iRkx) dkx = (1/(2πiR))∫fv exp(−iRkx) dkx.

The Fermi function has poles at E = μ ± iπT, ±3iπT, and so on, with residue −T in energy. Because v dkx = dE, the residue of fv in kx is also −T. For small T the nearest pole lies πT/|v| from the real axis, so each Fermi crossing contributes a magnitude (T/R) exp(−πTR/|v|).

The remaining integral over ky contains the phase R kF(ky). Its stationary points, where the Fermi-surface normal is along R, supply a factor R^(−1/2). The error envelope is therefore

T N^(−3/2) exp(−πTN/|v|).

This holds when πTN/|v| exceeds about 1 and the band is nearly linear over an energy πT. For R = (N, N), both R and the velocity along it gain a factor √2, so v is again one Cartesian component.

For an axial R the relevant Fermi point has ky = π and cos kx = 1 − μ₀/(2t) = 0.470, hence v = 2t sin kx = 0.88 eV. For a diagonal R, cos kx = −μ₀/(4t) = −0.265 and v = 0.96 eV. At T = 50 meV the decay constants are 0.178 and 0.163 per mesh division. A least-squares line through ln(|error| N^(3/2)) for F(z), with N from 16 to 76 and N = 240 as reference, has decay constant 0.160. The error oscillates and mixes both families, so the fitted value depends on the range: with N from 36 to 76 it is 0.148. The fit therefore supports the slower prediction to about 10%, not more closely.

One might hope that mesh errors cancel between directions. For n̂ = x the majority band contains, to first order in λ,

−2t cos ky + 2λ sin ky ≈ −2t cos(ky + λ/t).

The Fermi sea moves by λ/t = 0.02 along ky. Adding the aliases at ±N along y multiplies their contribution by cos(Nλ/t), whereas for n̂ = z there is no such factor. For these aliases the cancellation weakens as N approaches t/λ = 50 and is gone near N = 80, where the cosine vanishes.

The free-energy differences in μeV are, as frozen | total:

N = 16: T = 50 meV, 11.470 | 11.472; T = 12.5 meV, −17.767 | −17.765
N = 32: 3.981 | 3.983; −7.710 | −7.708
N = 64: 4.536 | 4.538; 7.934 | 7.936
N = 128: 4.528 | 4.530; 3.998 | 4.000
N = 256: 4.528 | 4.530; 4.399 | 4.401

At the smaller smearing, the two coarsest meshes give the wrong easy axis. Yet frozen and total results differ by about 2 neV in every row. Their agreement establishes that the field may be frozen; it says nothing about the mesh. The exponent depends on the product NT, so halving T requires about twice as many divisions in each direction.

**Removing the smearing**

Large T makes the mesh easy but changes K. Let D be the density of states at the Fermi level, both spins included. Two integrations by parts express Ω as the average of −∫N(E)dE, weighted by −f′, where N(E) is the number of states below E. The second derivative of that function is −D, and ∫(−f′)(E − μ)²dE = π²T²/3. Hence

Ω(T) = Ω(0) − ½D(π²T²/3) + O(T⁴).

Stationarity in μ carries the T² term over to F at fixed n. With a = π²D/6 and some coefficient b,

F = F₀ − aT² − bT⁴ + … .

Since S = −∂F/∂T, the energy E = F + TS is

E = F₀ + aT² + 3bT⁴ + … .

The mean (F + E)/2 = F₀ + bT⁴ has no T² error. The same holds for the self-consistent total, because Φ is stationary in Δ and its temperature derivative is still −S. For the anisotropy, D is replaced by ΔD = D(x) − D(z).

On meshes with N = 240, and N = 400 for the smallest T, the frozen differences in μeV are:

T = 100 meV: free energy 4.971, energy 3.753, mean 4.362
T = 50 meV: 4.528, 4.248, 4.388
T = 25 meV: 4.425, 4.357, 4.391
T = 12.5 meV: 4.399, 4.383, 4.391

The density of states on the finest mesh gives ΔD = −32.9 × 10⁻⁶ eV⁻¹. At T = 25 meV the predicted free-energy shift is

(π²/6) × 32.9 × 10⁻⁶ × (0.025)² eV = 0.034 μeV.

Relative to the mean at 12.5 meV, the computed shifts are +0.034 μeV for the free energy and −0.034 μeV for the energy.

From T = 50 to 100 meV the error of the mean grows from 0.0026 to 0.029 μeV, a factor of about 11 instead of 16, so terms beyond T⁴ already matter. The expansion requires πT to be small compared with the distance to a singularity in the density of states. Here the saddle-point singularity at the majority-band centre is 0.53 eV away, while πT = 0.31 eV at the largest smearing. With the Fermi level at that singularity, averaging F and E would lose its justification.

Energy also demands a more accurate filling than free energy. In Ω + μn an error in μ enters at second order. In a direct sum of occupied energies, a filling error δn enters as μδn at low T. Here μ ≈ 0.53 − 1.75 = −1.22 eV, so an error of 1 neV corresponds to δn of about 10⁻⁹.

**The resulting scheme**

1. Find Δ0 self-consistently without Rashba coupling, extrapolate it to T → 0, and keep that one value at every T.
2. At fixed T and n, calculate F and E for x and z with that same field.
3. Increase N until both differences are stable; start well above v/(πT).
4. Lower T, enlarge the mesh in proportion, and follow the mean of the two differences.
5. Compare this mean with the mean of the self-consistent free-energy and energy differences, both including Δ²/U.

The fixed field in step 1 matters when the magnet is not saturated. Then Δ0 itself changes as T². If it is found anew at each T, the frozen K changes through ∂K/∂Δ at order λ²T², and averaging F and E at fixed field does not remove this. With the T → 0 field the mean is again free of T² terms, but the frozen free-energy difference alone departs from the self-consistent one at order λ²T². For U = 3.3 eV and the other parameters unchanged, Δ0 falls from 0.8599 eV at T = 15 meV to 0.8564 eV at 30 meV. The frozen mean goes from 9.82 to 9.75 μeV with the field of each T, and stays at 9.846 μeV with the T → 0 field. In the saturated case Δ0 is constant up to exponentially small terms and the distinction is negligible.

A torque provides another route to the frozen result. Let n̂ = (sin θ, 0, cos θ). At fixed Δ0,

dF/dθ = −m·dΔ/dθ.

Through order λ⁴, the expansion contains even powers of g·n̂ up to the fourth, so F = constant + K₁ sin²θ + K₂ sin⁴θ. Its derivative at 45° is K₁ + K₂, which is K. No subtraction of two free energies is required. At T = 12.5 meV the torque is 4.399 μeV per radian, equal to the free-energy difference at the same T to the digits shown.

The final means are 4.391 μeV for the frozen field and 4.393 μeV for the self-consistent total. For a chosen lattice constant of 0.30 nm, the latter is

4.393 × 10⁻⁶ eV/(0.30 nm)² = 7.8 μJ/m².

These digits measure numerical convergence within the model, not its accuracy for a real interface. Correlation beyond mean field and dipolar shape anisotropy are absent.

The uniform state is also an assumption, and in the numerical case it fails. Set λ = 0 and let the magnetization turn by a small angle q from site to site along x. The exchange field then couples hopping energies at kx + q/2 and kx − q/2. To order q², their mean is ε + (tq²/4) cos kx and half their difference is tq sin kx. The latter lowers the majority band by (tq sin kx)²/(2Δ). By the symmetry of the square lattice, the averages over kx are again A and B, so the energy of the saturated magnet changes by cq² with

c = tB/4 − t²A/(2Δ) = −t²K/(4λ²),

where K is the anisotropy at order λ². Here c is about −2.7 meV: a spiral lies below the uniform ferromagnet even without Rashba coupling. In this saturated model, a perpendicular easy axis and a stable uniform magnetization exclude each other. In the opening case, an antiferromagnet also lies below the ferromagnet. Its staggered field joins k to k + (π, π), where ε changes sign, so with one electron per site the filled states have energy −√(ε² + Δ²). At the same Δ, and so the same Δ²/U, their average lies below the ferromagnet's −Δ. The ferromagnet of the opening case thus illustrates the energy bookkeeping but is not the mean-field ground state. The calculated K compares two orientations of an imposed uniform state; it is not the anisotropy of the stable magnetic order.
